# Mapping escape times from high to low temperature in accelerated dynamics, part 1

(Sections cited here and not found follow in the second part.)

## The mapping from the equilibrium flux

### What dimensions and symmetry already fix

An adatom vibrates in a surface site and at rare moments crosses a saddle of height $E$ into a neighbouring site. Let its escape rate at temperature $T$ be $r(T)$, and write $\beta=1/k_BT$. If the motion is classical and only the quadratic parts of the potential near the minimum and near the saddle matter, the rate can depend on masses, force constants, perhaps a friction coefficient, the barrier $E$ and the thermal energy $k_BT$. Masses and force constants enter through vibrational frequencies, and friction is itself an inverse time. The dimensionless quantities are therefore ratios of frequencies, which do not contain temperature, and the number $\beta E$. Hence

$$ r=\omega\,f(\beta E), $$

where $\omega$ is one of the frequencies and $f$ may also depend on the frequency ratios.

A symmetry fixes $f$. Raise the whole saddle region rigidly by an energy $\epsilon$. Forces and frequencies there stay the same, so an atom that has arrived moves as before. What changes is the equilibrium population of the region relative to the basin, by the factor $e^{-\beta\epsilon}$. If the rate is proportional to that population,

$$ f(\beta E+\beta\epsilon)=e^{-\beta\epsilon}f(\beta E). $$

Define $g(x)=e^{x}f(x)$. Multiplying the equation by $e^{\beta E+\beta\epsilon}$ gives $g(\beta E+\beta\epsilon)=g(\beta E)$, so $g$ is a constant $A$ and $r=A\omega e^{-\beta E}$. With $l$ for low and $h$ for high temperature, the ratio of typical escape times must be

$$ \frac{r_h}{r_l}=e^{E\Delta},\qquad \Delta=\beta_l-\beta_h=\frac{1}{k_BT_l}-\frac{1}{k_BT_h}>0 . $$

This argument does not give $A$. It also does not say what may be done with one observed escape time, or with several competing paths. Two derivations supply these points. The first counts equilibrium crossings of a surface; the second follows the motion over the saddle under friction.

### The flux through a dividing surface

The algebra uses atomic units, with $k_B$ written out. For $N$ coordinates, multiply each displacement by the square root of its mass. In these coordinates $Q_i$, with momenta $P_i$, the energy is

$$ H=\tfrac12\sum_{i=1}^{N}P_i^2+V(Q). $$

Set $V=0$ at the minimum. Near it, in normal coordinates,

$$ V\simeq\tfrac12\sum_{i=1}^{N}\omega_i^2Q_i^2 . $$

Near the saddle one direction $s$ is unstable and the other $N-1$ directions are stable:

$$ V\simeq E-\tfrac12\omega_b^2s^2+\tfrac12\sum_{j=2}^{N}\Omega_j^2q_j^2 . $$

The dividing surface is $s=0$. Three assumptions enter here. The basin is in thermal equilibrium up to this surface, an atom that crosses outward does not promptly return, and $\beta E\gg1$, so that the integrals below come from the quadratic regions.

The probability density in the basin is $e^{-\beta H}/Z$. Each momentum integral in $Z$ gives $(2\pi/\beta)^{1/2}$, so

$$ Z=\left(\frac{2\pi}{\beta}\right)^{N/2}\int_{\rm basin}e^{-\beta V}\,dQ . $$

The outward flux is the density on the surface times the normal velocity, which equals the momentum $p$ conjugate to $s$, integrated over $p>0$. Since

$$ \int_0^\infty p\,e^{-\beta p^2/2}\,dp=\frac1\beta , $$

and the other $N-1$ momenta give $(2\pi/\beta)^{(N-1)/2}$, the rate is

$$ r=\frac{1}{\beta}\left(\frac{\beta}{2\pi}\right)^{1/2}\frac{\int_{s=0}e^{-\beta V}dq}{\int_{\rm basin}e^{-\beta V}dQ}
=\frac{1}{\sqrt{2\pi\beta}}\,\frac{\int_{s=0}e^{-\beta V}dq}{\int_{\rm basin}e^{-\beta V}dQ}. $$

Each remaining integral is a product of Gaussians, $\int e^{-\beta\omega^2x^2/2}dx=(2\pi/\beta)^{1/2}/\omega$. The surface has $N-1$ of them and the basin has $N$. Therefore

$$ \frac{\int_{s=0}e^{-\beta V}dq}{\int_{\rm basin}e^{-\beta V}dQ}
=e^{-\beta E}\left(\frac{\beta}{2\pi}\right)^{1/2}\frac{\prod_{i=1}^{N}\omega_i}{\prod_{j=2}^{N}\Omega_j}. $$

The factor $\beta^{1/2}$ from the one unmatched Gaussian cancels the $\beta^{-1/2}$ from the mean outward speed:

$$ r=\nu e^{-\beta E},\qquad
\nu=\frac{1}{2\pi}\frac{\prod_{i=1}^{N}\omega_i}{\prod_{j=2}^{N}\Omega_j}. $$

The factor $e^{-\beta E}$ makes a hotter atom reach the saddle more often. Apart from it, two effects remain: a hotter atom crosses faster, but it also spreads over a wider basin, which dilutes the density at the exit. In the harmonic model the two effects compensate, and the prefactor has no temperature dependence.

### A model of an adatom

For a square lattice of spacing $a$, with $q=2\pi/a$ and $m$ the adatom mass, take

$$ V=\frac E2(2-\cos qx-\cos qy)+C(1-\cos qx)(1-\cos qy). $$

At the origin both force constants are $Eq^2/2$; the $C$ term is of fourth order there. At the saddle put $x=a/2+s$, so that $\cos qx=-\cos qs$. Along $y=0$,

$$ V=\frac E2(1+\cos qs)\simeq E-\frac E4q^2s^2 , $$

which gives the force constant $-Eq^2/2$. Along $s=0$,

$$ V=E+\left(\frac E2+2C\right)(1-\cos qy), $$

which gives $(E/2+2C)q^2$. Hence $\omega_1=\omega_2=\omega_b=q\sqrt{E/2m}$, and $\Omega$ is larger by $\sqrt{1+4C/E}$.

The parameters are $E=0.50$ eV, $C=0.10$ eV, $a=2.56$ angstrom and a mass of 63.5 u. The frequencies are $\omega_1/2\pi=2.408$ THz and $\Omega/2\pi=3.230$ THz, so

$$ \nu=\frac{(2.408)^2}{3.230}\ {\rm THz}=1.79\times10^{12}\ {\rm s^{-1}} $$

for each of four hop directions. For $T_l=300$ K and $T_h=600$ K, $\beta_l=38.682$ and $\beta_h=19.341$ per eV. The hop rates are

$$ r_l=1.794\times10^{12}\,e^{-19.341}\ {\rm s^{-1}}=7.15\times10^3\ {\rm s^{-1}}, $$

$$ r_h=1.794\times10^{12}\,e^{-9.671}\ {\rm s^{-1}}=1.13\times10^8\ {\rm s^{-1}}. $$

Their ratio is $e^{0.50\times19.341}=1.58\times10^4$.

The flux formula can also be integrated with the full potential. The result divided by the harmonic rate is 0.991 at 300 K and 0.978 at 600 K, so the ratio of rates is 1.2% below the harmonic mapping factor. The size of this error follows from scaling. Thermal displacements grow as $\sqrt{k_BT}$, and this potential has no cubic terms at the minimum or in the transverse saddle direction. The first correction to $\beta V$ is thus quartic, of order $\beta(k_BT)^2=k_BT$. The relative errors at 75 K and 150 K, $-0.0022$ and $-0.0044$, show this proportionality.

### From a rate to an individual time

A rate becomes a law for waiting times if the atom forgets how it entered the basin long before it leaves. The chance of escape in the next $dt$ is then $r\,dt$, whatever the time already spent. The survival probability $S$ obeys

$$ \frac{dS}{dt}=-rS,\qquad S(0)=1,\qquad S(t)=e^{-rt}. $$

Take a time $t_h$ drawn from the high-temperature law and define

$$ t_l=t_h\,e^{E\Delta}. $$

The event $t_l>t$ is the event $t_h>te^{-E\Delta}$. Its probability is

$$ P(t_l>t)=\exp\left(-r_he^{-E\Delta}t\right)=e^{-r_lt}, $$

because $r_he^{-E\Delta}=\nu e^{-\beta_hE-\beta_lE+\beta_hE}=\nu e^{-\beta_lE}$. The mapped time has the low-temperature law, and the prefactor need not be known. The statement concerns probability laws. A trajectory started at 300 K from the same position would not in general escape at the mapped time. The map pairs times with equal survival probability, since $r_lt_l=r_ht_h$.

### Several paths out of one basin

Let path $i$ have barrier $E_i$, prefactor $\nu_i$ and rates $r_{i,l}$ and $r_{i,h}$. At high temperature, let the system be put back into the basin after every escape, and record the first time $t_i$ of each path. Assume that equilibrium is restored quickly after each return.

These first times are independent. To see this, ask for the probability that $t_i>\tau_i$ for every $i$, and arrange the $\tau_i$ in order. Between two successive values, no escape may occur along those paths whose $\tau_i$ is still ahead. The chance of this is the exponential of minus the sum of their rates times the length of the interval. In the product over intervals, path $i$ contributes its rate over a total length $\tau_i$:

$$ P(t_1>\tau_1,\ldots,t_M>\tau_M)=\prod_{i=1}^{M}e^{-r_{i,h}\tau_i}. $$

Map each first time with its own barrier, $t_{i,l}=t_ie^{E_i\Delta}$. The mapped times are independent and have rates $r_{i,l}$. With $R_l=\sum_ir_{i,l}$,

$$ P(\min_i t_{i,l}>t)=e^{-R_lt}, $$

and the probability that path $i$ is first is

$$ \int_0^\infty r_{i,l}\,e^{-R_lt}\,dt=\frac{r_{i,l}}{R_l}. $$

The smallest mapped time therefore has both the correct waiting law and the correct choice of path.

Mapping just the first escape seen at high temperature does not achieve this. That escape follows path $i$ with probability $r_{i,h}/R_h$, where $R_h=\sum_ir_{i,h}$. Its time has mean $1/R_h$ whichever path it takes, so the mean mapped time is

$$ \bar t_{\rm short}=\frac1{R_h}\sum_i\frac{r_{i,h}}{R_h}e^{E_i\Delta}. $$

If all barriers are equal, a common factor relates all the rates and the shortcut is correct. Otherwise it keeps the hot branching ratios.

To see the size of the error, add four exchange paths, in which the adatom replaces a surface atom, with barrier 0.70 eV and an assigned prefactor of $2\times10^{13}$ per second. Each has rate 34.8 per second at 300 K and $2.64\times10^7$ per second at 600 K. The total rates are

$$ R_l=4(7150+34.8)\ {\rm s^{-1}}=2.87\times10^4\ {\rm s^{-1}}, $$

$$ R_h=4(11.33+2.64)\times10^7\ {\rm s^{-1}}=5.59\times10^8\ {\rm s^{-1}}. $$

The mean wait at 300 K is $1/R_l=34.8$ microseconds, and exchanges make up 0.48% of escapes. At 600 K they make up 18.9%. The exchange mapping factor is $7.58\times10^5$, so the shortcut gives

$$ \bar t_{\rm short}=\frac{0.811\times1.584\times10^4+0.189\times7.581\times10^5}{5.586\times10^8}\ {\rm s}\simeq2.8\times10^{-4}\ {\rm s}. $$

This is eight times the correct mean, with about 39 times too many exchanges.

In 20,000 simulated sequences of hot escapes, drawn from the stated rates, the full procedure gave a mean of 35.3 microseconds. This is 1.4% above the rate sum, where the expected sampling error is $1/\sqrt{20000}=0.7\%$. The exchange share was 0.36%, against 0.48% with a standard error of 0.05%. That is 2.5 standard errors low, so this sample confirms the small exchange share only to about a quarter of its value. The shortcut gave 19.0% exchanges in the same sequences.

## The same mapping from motion with friction

The symbols carried over are these. The barrier is $E$, $\beta=1/k_BT$, and $\Delta=\beta_l-\beta_h$. In mass-weighted coordinates the basin frequencies are $\omega_i$, the stable saddle frequencies are $\Omega_j$, and the unstable direction $s$ has potential $-\omega_b^2s^2/2$. The equilibrium flux gave $r=\nu e^{-\beta E}$ with $\nu=\prod\omega_i/(2\pi\prod\Omega_j)$, and hence $t_l=t_he^{E\Delta}$ for each path. That derivation assumed that no atom returns after crossing. The following one calculates the returns.

### Stationary flow over the saddle

Let the environment exert a friction $-\gamma P$ and a random force, with the same $\gamma$ for every coordinate and at both temperatures. The random force has no memory, and its strength is such that $e^{-\beta H}$ is stationary. The phase-space density $\rho$ then obeys

$$ \frac{\partial\rho}{\partial t}=-P\cdot\frac{\partial\rho}{\partial Q}+\frac{\partial V}{\partial Q}\cdot\frac{\partial\rho}{\partial P}
+\gamma\frac{\partial}{\partial P}\cdot\left(P\rho+\frac1\beta\frac{\partial\rho}{\partial P}\right). $$

The first two terms are Newtonian motion. The last contains the drag and the thermal spreading of momentum. For $\rho=e^{-\beta H}$ the first two cancel each other and the bracket vanishes.

During a rare escape the flow over the saddle is nearly steady. Write

$$ \rho=\frac{\zeta(s,p)\,e^{-\beta H}}{Z}, $$

where $p$ is the momentum along $s$. The factor $\zeta$ must tend to 1 on the basin side, $s\to-\infty$, where equilibrium holds. It must tend to 0 on the far side, where no atoms have yet collected. It can depend on $s$ and $p$ alone because the normal directions at the saddle are uncoupled and the friction is uniform.

Insert this form. Derivatives of $e^{-\beta H}$ cancel in the Newtonian terms. In the bracket, $P\rho$ cancels against the derivative of the exponential, leaving $e^{-\beta H}\beta^{-1}\partial\zeta/\partial p$. Its further derivative gives two terms. With $\partial V/\partial s=-\omega_b^2s$, the steady equation is

$$ -p\,\frac{\partial\zeta}{\partial s}-\omega_b^2s\,\frac{\partial\zeta}{\partial p}-\gamma p\,\frac{\partial\zeta}{\partial p}
+\frac\gamma\beta\frac{\partial^2\zeta}{\partial p^2}=0 . $$

Try $\zeta=F(u)$ with $u=p-\alpha s$. Then $\partial\zeta/\partial s=-\alpha F'$ and $\partial\zeta/\partial p=F'$, so

$$ \left[(\alpha-\gamma)p-\omega_b^2s\right]F'+\frac\gamma\beta F''=0 . $$

This is an equation in $u$ alone if the bracket is proportional to $u$. Writing it as $(\alpha-\gamma)(p-\alpha s)$ requires

$$ \alpha(\alpha-\gamma)=\omega_b^2 . $$

Set $\lambda=\alpha-\gamma$, so that $\alpha\lambda=\omega_b^2$. The equation becomes $F''=-(\beta\lambda/\gamma)uF'$, with solution $F'\propto e^{-\beta\lambda u^2/2\gamma}$. This can be normalized only if $\lambda>0$, which selects the root

$$ \lambda=\sqrt{\omega_b^2+\frac{\gamma^2}{4}}-\frac\gamma2 . $$

Since $\alpha=\lambda+\gamma$ is also positive, $s\to-\infty$ means $u\to+\infty$, and the boundary conditions give

$$ F(u)=\sqrt{\frac{\beta\lambda}{2\pi\gamma}}\int_{-\infty}^{u}e^{-\beta\lambda v^2/2\gamma}\,dv . $$

The equilibrium flux has given the mapping $t_l=t_he^{E\Delta}$, applied path by path when several compete, and the steady density over the saddle under friction is now known. It remains to calculate the flux from that density with returns included, to compare what the two derivations assume, and to find when the hot run may stop.
